\section*{Why kinetic plus extrapolated energy is not conserved with smeared forces}

\section*{Question}

I am running Born--Oppenheimer molecular dynamics of a metal with Fermi--Dirac smearing, at a fixed number of electrons and without a thermostat. At each step I record the energy extrapolated to zero smearing, $E_0=(E+F)/2$, where $E$ is the internal energy and $F=E-TS$ the electronic free energy. I then add the kinetic energy of the ions.

The sum is not constant. It moves by several millihartree, and halving the time step changes almost nothing. Since $E_0$ is the best estimate of the true ground-state energy, I expected it to be the potential energy in which the ions move. Are my forces wrong, is the integrator failing, or am I adding up the wrong quantities? A model small enough to check by hand would help.

\section*{Answer}

You are adding up the wrong quantities. The usual smeared forces are slopes of $F$, so the sum to monitor is $K+F$, with $K$ the ionic kinetic energy. Your sum contains an extra $TS/2$, which changes as the ions move. Whether your run is sound must be judged from $K+F$; the variation of $K+E_0$ does not decide it.

\subsection*{Which energy has the force as its slope?}

I use Hartree atomic units and spin-paired levels $\varepsilon_i$ with occupations $0<f_i<1$, so that $N=2\sum_i f_i$. The width $kT$ is fixed. It is a parameter of the electrons and need not equal the temperature of the ions. With Fermi--Dirac occupations,
\begin{equation}
f_i=\frac{1}{e^{(\varepsilon_i-\mu)/kT}+1},\qquad
TS=-2kT\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right].
\end{equation}
Differentiate the entropy term with respect to one occupation. The constants from the two logarithms cancel, and $f_i/(1-f_i)=e^{-(\varepsilon_i-\mu)/kT}$, so
\begin{equation}
\frac{\partial (TS)}{\partial f_i}=-2kT\ln\frac{f_i}{1-f_i}=2(\varepsilon_i-\mu).
\label{eq:ds}
\end{equation}

Take first independent electrons and one ionic coordinate $R$, with $E=E_{\rm ion}(R)+2\sum_i f_i\varepsilon_i(R)$. The product rule gives
\begin{equation}
\frac{dE}{dR}=\frac{dE_{\rm ion}}{dR}+2\sum_i f_i\frac{d\varepsilon_i}{dR}+2\sum_i\varepsilon_i\frac{df_i}{dR}.
\end{equation}
At fixed $N$ we have $\sum_i df_i/dR=0$, so the $\mu$ term drops out when \eqref{eq:ds} is summed:
\begin{equation}
\frac{d(TS)}{dR}=2\sum_i(\varepsilon_i-\mu)\frac{df_i}{dR}=2\sum_i\varepsilon_i\frac{df_i}{dR}.
\end{equation}
This is the last term of $dE/dR$. Subtraction removes it:
\begin{equation}
\frac{dF}{dR}=\frac{dE_{\rm ion}}{dR}+2\sum_i f_i\frac{d\varepsilon_i}{dR}.
\end{equation}
The usual force, which I call $\Phi$, is minus the right-hand side: level slopes weighted with the current occupations, and no derivative of the occupations.

The result survives self-consistency. Let $\rho$ be the density matrix of one spin, with eigenvalues $f_i$, and let
\begin{equation}
E=E_{\rm ion}(R)+2\,{\rm Tr}(\rho h(R))+W[\rho],
\end{equation}
where $W$ is the interaction energy, with no explicit dependence on $R$. Define the mean field $v$ by $\delta W=2\,{\rm Tr}(v\,\delta\rho)$. The levels are then the eigenvalues of $H=h+v$. At fixed $R$,
\begin{equation}
\delta E=2\,{\rm Tr}(H\,\delta\rho).
\end{equation}
For a function $s(\rho)$, cyclic permutation under the trace gives $\delta\,{\rm Tr}\,s(\rho)={\rm Tr}(s'(\rho)\,\delta\rho)$. Equation \eqref{eq:ds} therefore becomes $\delta(TS)=2\,{\rm Tr}[(H-\mu)\,\delta\rho]$, and
\begin{equation}
\delta F=\delta E-\delta(TS)=2\mu\,{\rm Tr}\,\delta\rho=0
\end{equation}
at fixed $N$. The response of $\rho$ to a displacement thus contributes nothing to the slope of $F$. The explicit dependence on $R$ remains:
\begin{equation}
\Phi=-\frac{dF}{dR}=-\frac{dE_{\rm ion}}{dR}-2\,{\rm Tr}\left(\rho\frac{\partial h}{\partial R}\right).
\label{eq:force}
\end{equation}
This form assumes a basis that does not move with the ions. If the basis moves, the overlap of the basis functions and the matrix form of $W$ also depend explicitly on $R$. The derivation above leaves these terms out, so \eqref{eq:force} is then not established as the full slope of $-F$.

Gaussian smearing of width $\sigma$ behaves in the same way. With $z_i=(\varepsilon_i-\mu)/\sigma$, it has $f_i=\frac12{\rm erfc}(z_i)$ and the generalized entropy term $TS=2\sigma\sum_i e^{-z_i^2}/(2\sqrt\pi)$. Differentiation gives $df_i=-e^{-z_i^2}dz_i/\sqrt\pi$ and $d(TS)=-2\sigma\sum_i z_ie^{-z_i^2}dz_i/\sqrt\pi=2\sum_i(\varepsilon_i-\mu)\,df_i$, which is \eqref{eq:ds} again.

The numerical check includes a self-consistent model with three orbitals and two electrons. With Fermi--Dirac smearing the force \eqref{eq:force} is $0.00699$ hartree/bohr, and a finite difference of $-F$ gives the same value. The slope of $-E_0$ is $0.01228$ hartree/bohr, about 76\% larger than the force. With Gaussian smearing the force and the slope of $-F$ are both $0.01546$, while $-E_0$ has slope $0.01994$.

\subsection*{What your sum measures}

For an ion of mass $M$ and velocity $V$, Newton's equation gives
\begin{equation}
\frac{dK}{dt}=MV\frac{dV}{dt}=V\Phi=-\frac{dF}{dR}\frac{dR}{dt}=-\frac{dF}{dt}.
\end{equation}
The last equality holds because, at fixed $N$ and $T$, the self-consistent $F$ changes in time through $R$ alone, provided the electrons stay on one self-consistent solution. Where several solutions exist at the same $R$, a jump from one to another changes $F$ without any work by the force. With several coordinates, one sums over them. Hence $K+F=C$, a constant. Since $E=F+TS$, we have $E_0=F+TS/2$, and
\begin{equation}
K+E_0=C+\tfrac12TS,\qquad K+E=C+TS.
\label{eq:sums}
\end{equation}
If the forces are consistent and the integration error is negligible, your plot is a record of half the electronic entropy term, shifted by a constant.

\subsection*{Why $E_0$ is nevertheless useful}

The extrapolation answers a different question: at one fixed geometry, what would the energy be at zero width? Suppose the spectrum is dense on the scale of $kT$ and its density of states $D$, counting both spins, is smooth near the Fermi level. To leading order $D$ is constant over the thermal window. With $z=(\varepsilon-\mu)/kT$ and $s=-f\ln f-(1-f)\ln(1-f)$,
\begin{equation}
TS\simeq D(kT)^2\int_{-\infty}^{\infty}s\,dz.
\end{equation}
Because $ds/dz=\ln[(1-f)/f]\,df/dz=z\,df/dz$, integration by parts gives
\begin{equation}
\int s\,dz=-\int z^2\frac{df}{dz}\,dz=4\int_0^\infty\frac{z\,dz}{e^z+1}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
The second equality uses the evenness of $df/dz$ and one more integration by parts. The last integral follows from expanding $1/(e^z+1)$ in powers of $e^{-z}$, which gives $1-\frac14+\frac19-\dots=\pi^2/12$.

Since $F$ is stationary with respect to $\rho$, its derivative with respect to $T$ at fixed $R$ and $N$ is the explicit one, $-S$. Here $S\simeq(\pi^2/3)Dk^2T$. Integrating from zero, and then adding $TS$, gives
\begin{align}
F(T)&\simeq E(0)-\frac{\pi^2}{6}D(kT)^2,\\
E(T)&\simeq E(0)+\frac{\pi^2}{6}D(kT)^2.
\end{align}
The quadratic terms cancel in the mean. For a half-filled test spectrum of 2000 levels with a square-root density of states, a band of $0.5$ hartree and $kT=0.004$ hartree, $E$ and $F$ miss the zero-width energy by $+0.2506$ and $-0.2506$ hartree, while $E_0$ misses it by less than one thousandth of $0.2506$ hartree. The remainder mixes terms of order $(kT)^4$ with the effect of the finite level spacing, here about $-2.0\times10^{-5}$ and $+1.75\times10^{-5}$ hartree, which nearly cancel to $-2.5\times10^{-6}$ hartree. Its size is therefore specific to this spectrum and width, and is not a general measure of the accuracy of $E_0$.

This cancellation concerns the dependence on $T$ at fixed $R$. Dynamics needs the slope in $R$ at fixed $T$. An energy can be the better estimate of $E(0)$ without being the potential of the forces in use.

The same expansion estimates the false signal in a metal. To leading order $TS/2\simeq(\pi^2/6)D(kT)^2$, so $K+E_0$ follows the density of states at the Fermi level. If $D$ fluctuates about a steady mean, the sum fluctuates. If the mean changes slowly, for instance while the structure rearranges, the sum drifts.

\subsection*{A level crossing that can be solved by hand}

Let two levels $+gx$ and $-gx$ cross at $x=0$, let them hold two electrons, and bind the ion with a spring of constant $\kappa$. The electrons are assumed to stay in the smeared distribution at every instant. Define $u=gx/(2kT)$. For $\mu=0$ the two occupations are
\begin{equation}
f_\pm=\frac{1}{e^{\pm2u}+1},\qquad f_++f_-=1,\qquad f_--f_+=\tanh u.
\end{equation}
The sum shows that $\mu=0$ gives $N=2$ at every $x$. The internal energy and the force are
\begin{align}
E&=\tfrac12\kappa x^2+2gx(f_+-f_-)=\tfrac12\kappa x^2-4kT\,u\tanh u,\\
\Phi&=-\kappa x-2g(f_+-f_-)=-\kappa x+2g\tanh u,
\end{align}
where the first line uses $gx=2kT\,u$. To find $F$, integrate $dF/dx=-\Phi$ with $2g\,dx=4kT\,du$. At $x=0$ both occupations are $\frac12$, so $E=0$, $TS=4kT\ln2$ and $F=-4kT\ln2$. This fixes the constant:
\begin{align}
F&=\tfrac12\kappa x^2-4kT\ln(2\cosh u),\\
TS=E-F&=4kT\left[\ln(2\cosh u)-u\tanh u\right].
\end{align}
In the derivative of $TS$ the two $\tanh u$ terms cancel:
\begin{equation}
\frac{d(TS)}{du}=-4kT\,u\,{\rm sech}^2u .
\end{equation}
The entropy term is therefore largest at the crossing and falls on both sides. Since $E_0=F+TS/2$ and $du/dx=g/(2kT)$,
\begin{equation}
-\frac{dE_0}{dx}=\Phi-\frac12\frac{d(TS)}{dx}=\Phi+g\,u\,{\rm sech}^2u.
\label{eq:mismatch}
\end{equation}

The extra term vanishes at the crossing and far from it. Setting its derivative to zero gives $2u\tanh u=1$, hence $u=0.772$ and a peak of $0.448\,g$. The height does not depend on $kT$. A smaller width confines the mismatch to a narrower interval of $x$, and its integral from the crossing outwards, $TS(0)/2=2kT\ln2$, shrinks in proportion to $kT$.

An ion oscillating through the crossing with amplitude $a$ makes $K+E_0$ vary by
\begin{equation}
\Delta=\tfrac12\left[TS(0)-TS(a)\right]<2kT\ln2.
\label{eq:range}
\end{equation}

The model also shows where the extrapolation itself fails. At $x=0$ the zero-width energy is $0$, but $E_0=-2kT\ln2$, an error linear in $kT$. Two isolated levels are not a dense spectrum, so the quadratic expansion does not apply.

\subsection*{Numbers}

Take $g=0.02$ hartree/bohr, $\kappa=0.15$ hartree/bohr$^2$, $kT=0.004$ hartree ($0.109$ eV) and an ion of 50000 electron masses, released at rest from $x=1$ bohr. There $u=0.02\times1/(2\times0.004)=2.5$. The entropy term is $11.090$ mhartree at the crossing and $0.643$ mhartree at the turning point, so \eqref{eq:range} predicts
\begin{equation}
\Delta=\tfrac12(11.090-0.643)=5.224\ \text{mhartree}\quad(0.142\ \text{eV}).
\end{equation}

The slope mismatch peaks at $x=0.309$ bohr with $0.0090$ hartree/bohr. The actual force there is $-0.15\times0.309+2\times0.02\times0.648=-0.0204$ hartree/bohr, so the slope of $E_0$ would give a restoring force about 44\% too weak.

Velocity Verlet with a step of 10 atomic units ($0.242$ fs) gives this account of the first passage, with energies in mhartree:
\begin{center}
\begin{tabular}{rrrrrr}
$x$ (bohr) & $K$ & $F$ & $TS/2$ & $K+F$ & $K+E_0$\\
$1.000$ & $0.00$ & $34.89$ & $0.32$ & $34.89$ & $35.21$\\
$0.495$ & $37.60$ & $-2.71$ & $2.18$ & $34.89$ & $37.07$\\
$0.238$ & $44.42$ & $-9.53$ & $4.35$ & $34.89$ & $39.24$\\
$-0.005$ & $45.98$ & $-11.09$ & $5.54$ & $34.89$ & $40.44$\\
$-1.000$ & $0.00$ & $34.89$ & $0.32$ & $34.89$ & $35.21$
\end{tabular}
\end{center}
The sum $K+E_0$ rises towards the crossing and returns at the far turning point, while $K+F$ stays constant to the digits shown.

The time step separates integration error from false signal. Over 968 fs the ranges (maximum minus minimum), in mhartree, are:
\begin{center}
\begin{tabular}{rrr}
step (a.u.) & $K+F$ & $K+E_0$\\
40 & $0.0389$ & $5.195$\\
20 & $0.0097$ & $5.217$\\
10 & $0.0024$ & $5.222$
\end{tabular}
\end{center}
Each halving reduces the range of $K+F$ by a factor of four, as expected of a second-order integrator. The range of $K+E_0$ approaches the predicted $5.224$ mhartree instead of zero. This is the behaviour you describe.

\subsection*{When it looks like a drift}

A periodic passage brings $TS$ back to its old value. A one-way passage does not. Remove the spring and start the ion at the crossing with an outward velocity. By the time it reaches $x=3.23$ bohr, $K+E_0$ has fallen by $5.546$ mhartree, close to the limit $2kT\ln2=5.545$ mhartree, while $K+F$ has changed by $-0.0007$ mhartree. On a plot of $K+E_0$ this is a permanent loss of energy, although none has been lost.

One can also reverse the pairing and move the ion with the numerical slope of $E_0$. With the spring restored and a step of 10 atomic units, $K+E_0$ then has a range of $0.0025$ mhartree and $K+F$ one of $5.22$ mhartree. Each sum is conserved when the force is the slope of the potential it contains. Forces from $E_0$ require the derivative of $TS$, and hence the response of the occupations, which the usual force does not contain. They also generate a different motion, because the two surfaces differ.

\subsection*{What to do with your run}

Plot $K+F$. If your output lists only $E$ and $E_0$, use $F=2E_0-E$; if it lists $E_0$ and $TS$, subtract $TS/2$ from $E_0$. No new calculation is needed. You may still report $E_0$ along the trajectory as an estimate of the zero-width energy at each geometry, provided the spectrum is dense enough for the extrapolation.

If $K+F$ also varies, repeat a short section with half the time step. With a second-order integrator such as velocity Verlet, a variation that falls by about four is integration error. The ratio settles at four once the step resolves the fastest change of the force, and a single ratio taken with coarser steps is not reliable; for a narrow width and a sharp crossing the ratio can differ from four although the forces are exact, so halve the step again. A variation that stops falling calls for a check of the assumptions made above: converged self-consistency on one and the same solution, a complete force if the basis moves, and fixed $N$ and $T$. If the last two change during the run, stationarity gives
\begin{equation}
\frac{d(K+F)}{dt}=-S\frac{dT}{dt}+\mu\frac{dN}{dt},
\end{equation}
so a run with a changing electronic width does not conserve $K+F$. At fixed $T$ and fixed $\mu$ the right-hand side is $d(\mu N)/dt$, and the conserved sum is $K+F-\mu N$.

A constant $K+F$ shows that, along the path travelled, the work done by the forces matches the change of $F$ and that the time step is small enough to preserve this balance. An error in the force that is perpendicular to the velocity does no work and escapes this test. Nor does a constant $K+F$ show that the chosen width is physically suitable: a large $kT$ gives a well-conserved motion on a free-energy surface that may lie far from the zero-width one.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MEAN-FIELD MODEL, 3 orbitals, 2 electrons, hartree/bohr
x = 0.3 bohr, width = 0.01 hartree, repulsion = 0.02 hartree
fermi: force 0.006993, -dF/dx 0.006993
fermi: -dE0/dx 0.012281, -dE/dx 0.017570
gauss: force 0.015458, -dF/dx 0.015458
gauss: -dE0/dx 0.019938, -dE/dx 0.024418
DENSE SPECTRUM, 2000 levels, 2000 electrons, band 0.5 hartree
density of states at Fermi level: 9524.4 per hartree
E - E(0): 0.25063 hartree; F - E(0): -0.25063 hartree
(pi^2/6) D (kT)^2: 0.25067 hartree
E0 - E(0): -2.47e-06 hartree
LEVEL-CROSSING MODEL
g = 0.02 hartree/bohr, spring = 0.15 hartree/bohr^2
kT = 0.004 hartree = 0.1088 eV = 1263 K
ion mass = 50000 electron masses, start x = 1.0 bohr
u at start: 2.500
TS at crossing: 11.0904 mhartree
TS at turning point: 0.6429 mhartree
E0 - E(0) at crossing: -5.5452 mhartree
slope mismatch peak: 0.008955 hartree/bohr = 0.4477 g
  at u = 0.7717, x = 0.3087 bohr
predicted range of K+E0: 5.2237 mhartree = 0.1421 eV
RANGES over 40000 a.u. = 967.6 fs, mhartree
dt 40 a.u. = 0.968 fs: K+F 0.03889, K+E0 5.1952, K+E 10.4189
dt 20 a.u. = 0.484 fs: K+F 0.00972, K+E0 5.2166, K+E 10.4403
dt 10 a.u. = 0.242 fs: K+F 0.00243, K+E0 5.2220, K+E 10.4457
K+F range ratio on halving dt: 4.001, 4.000
FIRST PASSAGE, dt 10 a.u.: t (a.u.), x (bohr), then mhartree:
t, x, K, F, TS/2, K+F, K+E0
0, 1.0000, 0.000, 34.893, 0.321, 34.893, 35.214
720, 0.4952, 37.597, -2.707, 2.182, 34.890, 37.072
920, 0.2375, 44.418, -9.528, 4.349, 34.890, 39.240
1100, -0.0053, 45.980, -11.090, 5.544, 34.891, 40.435
2190, -1.0000, 0.001, 34.892, 0.321, 34.893, 35.214
ONE-WAY RUN, spring 0, start at crossing, dt 10 a.u.
start speed 0.001 a.u., end x 3.226 bohr, end t 2000 a.u.
change of K+F: -0.00070 mhartree
change of K+E0: -5.5459 mhartree = -0.1509 eV
-2 kT ln 2: -5.5452 mhartree
RUN ON E0 FORCES, dt 10 a.u., 15000 a.u.
range of K+F: 5.2247 mhartree
range of K+E0: 0.00254 mhartree
\end{verbatim}
